# Orbital Interaction with Overlap: Second-Order Shifts and Polarisation of Fragment Orbitals

Q: Two orbitals with energies $e_1$ and $e_2$ interact through a matrix element $H_{12}$. Ordinary perturbation theory gives level 1 the shift $H_{12}^2/(e_1-e_2)$. Why not use this in extended Hückel theory?

A: Because the orbitals overlap, and the expression then depends on where the zero of energy is put. Adding a constant $a$ to the Hamiltonian operator changes the matrix elements as

$$H_{12}\to H_{12}+aS_{12},\qquad e_1\to e_1+a,\qquad e_2\to e_2+a .$$

The denominator stays the same and the numerator does not. A level shift cannot depend on an arbitrary constant, so the overlap must enter the numerator.

Q: You could repair that in several ways. What fixes the right one?

A: The secular equations do. Take two fragments, A and B, each already solved by itself. Their real orbitals $\phi_a$ have energies $e_a$ and are orthonormal within each fragment. Orbitals of different fragments have overlaps $S_{ab}$ and matrix elements $H_{ab}$. The combined system obeys

$$\sum_b (H_{ab}-E\,S_{ab})\,c_b=0 \quad\text{for every } a .$$

I assume that joining the fragments leaves the matrix elements inside each one unchanged. In extended Hückel theory with the plain Wolfsberg–Helmholz rule this holds, because the element between atomic orbitals $\mu$ and $\nu$,

$$H_{\mu\nu}=K S_{\mu\nu}\,\tfrac12(\alpha_\mu+\alpha_\nu),\qquad \mu\neq\nu,$$

contains their own overlap and energies $\alpha$ and nothing about other atoms. In a method that adjusts the $\alpha$ to the charges, the intrafragment elements would change and add terms to what follows.

With the abbreviation

$$t_{ab}(E)=H_{ab}-E\,S_{ab},$$

the row belonging to orbital $a$ becomes

$$(e_a-E)\,c_a+\sum_{b\,\in\,\text{other}}t_{ab}(E)\,c_b=0. \tag{1}$$

The sum runs over the other fragment, since two different orbitals of one fragment have neither overlap nor a matrix element.

Q: What is the small quantity, $H_{ab}$ or $S_{ab}$?

A: Both. Multiply all interfragment $H_{ab}$ and $S_{ab}$ by a parameter $\lambda$, count powers of $\lambda$, and set $\lambda=1$ at the end. Follow a level $i$ of fragment A that is well separated from all others, so that at $\lambda=0$ it has $E=e_i$, $c_i=1$ and all other coefficients zero.

A symmetry removes half of the terms. Reversing the sign of every orbital of B changes nothing physical, but it reverses all interfragment elements, which is the replacement $\lambda\to-\lambda$. The energy must therefore be even in $\lambda$. With the sign of the vector fixed by $c_i>0$, the coefficients on A are even and those on B are odd. Hence

$$E=e_i+O(\lambda^2),\quad c_i=1+O(\lambda^2),\quad c_k=O(\lambda^2),\quad c_j=O(\lambda),$$

where $k\neq i$ is another orbital of A and $j$ is an orbital of B.

Q: Then start with the mixing between the fragments.

A: Equation (1) for row $j$ reads

$$(e_j-E)c_j+t_{ji}(E)c_i+\sum_{k\neq i}t_{jk}(E)c_k=0 .$$

The last sum is of third order, because $t$ is of first order and $c_k$ of second. In the other terms, replacing $E$ by $e_i$ and $c_i$ by 1 also costs third order. What remains is $(e_j-e_i)c_j+t_{ji}(e_i)=0$. Writing $c_{ji}$ for the coefficient of orbital $j$ in perturbed level $i$,

$$c_{ji}=\frac{H_{ji}-e_iS_{ji}}{e_i-e_j}+O(\lambda^3). \tag{2}$$

Q: And the energy?

A: It comes from row $i$:

$$(E-e_i)\,c_i=\sum_j t_{ij}(E)\,c_j .$$

On the left, $c_i$ differs from 1 by second order and multiplies a second-order quantity, so setting $c_i=1$ makes a fourth-order error. On the right, $t_{ij}(E)-t_{ij}(e_i)=-(E-e_i)S_{ij}$ is of third order and multiplies a first-order coefficient, again a fourth-order error. Inserting (2) gives

$$E_i=e_i+\sum_j\frac{(H_{ij}-e_iS_{ij})^2}{e_i-e_j}+O(\lambda^4). \tag{3}$$

For two orbitals the shift of level 1 is $(H_{12}-e_1S_{12})^2/(e_1-e_2)$. It is independent of the energy zero, because $H_{12}+aS_{12}-(e_1+a)S_{12}=H_{12}-e_1S_{12}$. For $S_{12}=0$ it returns to the ordinary formula.

Q: Does the combination $H_{12}-e_1S_{12}$ mean anything, or is it bookkeeping?

A: Remove from $\phi_2$ its component along $\phi_1$. The remainder is $\phi_2-S_{12}\phi_1$, and its matrix element with $\phi_1$ is $H_{12}-S_{12}e_1$. So the numerator contains the coupling of $\phi_1$ to the part of $\phi_2$ that $\phi_1$ does not already contain.

Q: Level 2 must then move by the same amount in the opposite direction.

A: In general it does not, because its numerator contains its own energy $e_2$. With $H=H_{12}$ and $S=S_{12}$, the two shifts add up to

$$\frac{(H-e_1S)^2-(H-e_2S)^2}{e_1-e_2}.$$

The numerator is a difference of squares. Its factors are $(H-e_1S)-(H-e_2S)=-(e_1-e_2)S$ and $2H-(e_1+e_2)S$, so the sum of the shifts is

$$(e_1+e_2)S^2-2HS .$$

The exact two-level problem confirms this. Expanding $(e_1-E)(e_2-E)-(H-ES)^2=0$ gives

$$(1-S^2)E^2-(e_1+e_2-2HS)E+e_1e_2-H^2=0,$$

whose roots have the sum $(e_1+e_2-2HS)/(1-S^2)$. Subtracting $e_1+e_2$ and placing two electrons in each level gives the energy change

$$\Delta E_4=\frac{2\left[(e_1+e_2)S^2-2HS\right]}{1-S^2}. \tag{4}$$

Second order omits only the denominator $1-S^2$. If $H=\kappa S$, the bracket is $S^2(e_1+e_2-2\kappa)$, which is positive when $\kappa$ lies below the mean of the two levels. Two filled levels then repel.

Q: You allowed a coefficient $c_k$ on the same fragment. But $\phi_i$ and $\phi_k$ are orthogonal and have no matrix element. How can they mix?

A: Through the other fragment. Level $i$ acquires some $\phi_j$, and $\phi_j$ couples to $\phi_k$. Row $k$ of (1) is

$$(e_k-E)c_k+\sum_j t_{kj}(E)c_j=0 .$$

Both terms start at second order, and replacing $E$ by $e_i$ costs fourth order. Solving for $c_k$ and inserting (2),

$$c_{ki}=\sum_j\frac{(H_{kj}-e_iS_{kj})(H_{ji}-e_iS_{ji})}{(e_i-e_k)(e_i-e_j)}+O(\lambda^4). \tag{5}$$

This second-order mixing changes the shape of the orbital within its own fragment, which is what polarisation means here.

Q: The first factor describes the coupling of $\phi_k$ and $\phi_j$. Should it not contain $e_k$?

A: No. All rows belong to one eigenvector, which has one energy, and that energy is near $e_i$. Using $e_k$ in that factor would change it by $(e_i-e_k)S_{kj}$, and so change $c_{ki}$ by $\sum_jS_{kj}c_{ji}$. That is itself of second order, as large in order as the effect sought.

A numerical test shows the difference. In a five-orbital problem with independently chosen $H$ and $S$ elements, halving the perturbation reduced the error of (5) by a factor of 16.00, as a fourth-order error requires. With $e_k$ in the first factor the reduction was 4.00, so the error was of second order. The errors of (2) and (3) fell by factors of 8.00 and 16.00.

Q: The coefficient $c_i$ is still missing.

A: It follows from normalization, $\sum_{ab}c_aS_{ab}c_b=1$. Terms with $c_k$ enter as $c_k^2$ or $c_kc_jS_{kj}$, both of fourth order. To second order,

$$c_i^2+\sum_jc_{ji}^2+2\sum_jc_{ji}S_{ij}=1 .$$

Setting $c_i=1+\delta$ and keeping $2\delta$ from the square,

$$c_{ii}=1-\sum_j\left(c_{ji}S_{ij}+\tfrac12c_{ji}^2\right)+O(\lambda^4). \tag{6}$$

Q: Show me a case with numbers.

A: Take a model π bond between p orbitals on atoms 1 and 2, with $\alpha_p=-11$ eV and overlap $s=0.25$. A substituent orbital $d$ with $\alpha_d=-15$ eV overlaps atom 1 only, with $S_{1d}=0.10$, and $K=1.75$. These are round model parameters.

Inside the bond, $H_{12}=1.75\times0.25\times(-11)=-4.8125$ eV. The normalized orbitals and their energies are

$$\pi=\frac{p_1+p_2}{\sqrt{2(1+s)}},\qquad e_\pi=\frac{-11-4.8125}{1.25}=-12.65\ \text{eV},$$

$$\pi^*=\frac{p_1-p_2}{\sqrt{2(1-s)}},\qquad e_{\pi^*}=\frac{-11+4.8125}{0.75}=-8.25\ \text{eV}.$$

Both are positive on atom 1. Their overlaps with $d$ are

$$S_{\pi d}=\frac{0.10}{\sqrt{2.5}}=0.06325,\qquad S_{\pi^*d}=\frac{0.10}{\sqrt{1.5}}=0.08165 .$$

Since $d$ meets only $p_1$, every interfragment element is $\kappa$ times the overlap, with $\kappa=1.75\times(-13)=-22.75$ eV. Therefore

$$t_{ad}(E)=\kappa S_{ad}-ES_{ad}=-(E-\kappa)S_{ad}. \tag{7}$$

At $E=e_\pi$ the bracket is $-12.65+22.75=10.10$ eV, which gives

$$t_{\pi d}=-0.6388\ \text{eV},\qquad t_{\pi^*d}=-0.8247\ \text{eV}.$$

Q: Which way does the π level move, and by how much?

A: The donor lies below it, with $e_\pi-e_d=2.35$ eV, so π moves up:

$$\Delta e_\pi=\frac{(0.6388)^2}{2.35}=+0.174\ \text{eV}.$$

Full diagonalization of the same model gives $+0.1575$ eV, so second order is about 10% too large, relative to the exact shift.

Omitting the overlap from the numerator would give $(1.4388)^2/2.35=0.881$ eV. Adding a constant $a=10$ eV to the Hamiltonian operator, $H\to H+aS$, would turn that into 0.277 eV while leaving the exact shift unchanged. (Raising the $\alpha$ by $a$ and reapplying the Wolfsberg–Helmholz rule is a different operation: it changes $H_{\mu\nu}$ by $KaS_{\mu\nu}$ instead of $aS_{\mu\nu}$, and so changes the model itself unless $K=1$.) Neither number describes the level.

Q: Now the polarisation. Can I predict its direction before calculating?

A: Yes, in this model. By (7), the product of the numerators in (5) is $(e_\pi-\kappa)^2S_{\pi d}S_{\pi^*d}$, which is positive with the chosen phases. The denominators decide the sign. The factor $e_\pi-e_{\pi^*}$ is negative, and for a donor below π the factor $e_\pi-e_d$ is positive. So $\pi^*$ enters with a negative coefficient. Since $\pi^*$ is positive on atom 1 and negative on atom 2, this reduces the amplitude on atom 1 and raises it on atom 2.

From (2) and (5),

$$c_{d\pi}=\frac{-0.6388}{2.35}=-0.272,$$

$$c_{\pi^*\pi}=\frac{(-0.8247)(-0.2718)}{-4.40}=-0.051 .$$

The exact values are $-0.239$ and $-0.047$. The negative $c_{d\pi}$ makes the raised level antibonding between $d$ and atom 1. From (6),

$$c_{\pi\pi}=1-\left[(-0.2718)(0.06325)+\tfrac12(0.2718)^2\right]=0.980 .$$

The atomic coefficients, which were both 0.6325, become

$$p_1:\ 0.9802\times0.6325-0.0509\times0.8165=0.578,$$

$$p_2:\ 0.9802\times0.6325+0.0509\times0.8165=0.662,$$

with $0.8165=1/\sqrt{1.5}$. Diagonalization gives 0.584 and 0.661.

Q: And an acceptor should do the reverse?

A: If it lies above π, then $e_\pi-e_a$ is negative and the sign of the mixing changes. For an acceptor at $-9$ eV with the same overlap, the $\pi^*$ coefficient is $+0.0076$, against an exact $+0.0074$. The exact atomic coefficients are 0.633 on atom 1 and 0.621 on atom 2.

For this acceptor the effect is much weaker than for the donor; one lying closer to π, at $-12$ eV, would give a larger mixing than the donor (exact $+0.059$). Now $\kappa=1.75\times(-10)=-17.5$ eV, so $e_\pi-\kappa$ falls from 10.10 to 4.85 eV and enters squared, while the gap to the substituent grows from 2.35 to 3.65 eV. Together these reduce the mixing by $(10.10/4.85)^2\times3.65/2.35\approx6.7$.

The sign rule has a condition. Here one $\kappa$ serves both numerators. When different pairs of atomic orbitals have different $\kappa$, the signs of the two $t$ must be found separately. If $d$ also overlaps atom 2, the same $\kappa$ still serves, since both atoms have the same $\alpha_p$, but $S_{\pi d}S_{\pi^*d}$ becomes proportional to $(S_{1d}+S_{2d})(S_{1d}-S_{2d})$, so the rule holds only while $|S_{2d}|<|S_{1d}|$.

Q: You have polarised one orbital. The donor level is filled too. Might it undo the effect?

A: It opposes it. The relevant quantity is the density-matrix element between π and $\pi^*$, summed over both doubly filled levels:

$$P_{\pi\pi^*}=2\left(c_{\pi^*\pi}+c_{\pi d}\,c_{\pi^*d}\right)+O(\lambda^4).$$

In the first term I have used $c_{\pi\pi}=1$ to leading order. The second term uses coefficients of the donor-like level, so its numerators contain $e_d$. With $e_d-\kappa=7.75$ eV,

$$c_{\pi d}=\frac{-7.75\times0.06325}{-2.35}=+0.209,$$

$$c_{\pi^*d}=\frac{-7.75\times0.08165}{-6.75}=+0.094 .$$

The π level contributes $-0.102$ to $P_{\pi\pi^*}$ and the donor level $+0.039$. The sum is $-0.063$, against an exact $-0.061$. The direction survives in this example, but the π orbital alone would overstate the total polarisation.

Q: How does that translate into charges on the atoms?

A: Use Mulliken populations, $q_\mu=\sum_\nu P_{\mu\nu}S_{\mu\nu}$, which divide overlap density equally between the two orbitals concerned. The terms $P_{\pi\pi}$ and $P_{\pi^*\pi^*}$ contribute equally to both atoms. For the cross term, note that the $2\times2$ overlap matrix of the bond multiplies the vector π by $1+s$ and the vector $\pi^*$ by $1-s$. Its contribution to atom $\mu$ is therefore

$$P_{\pi\pi^*}\left[\pi_\mu(1-s)\pi^*_\mu+\pi^*_\mu(1+s)\pi_\mu\right]=2P_{\pi\pi^*}\,\pi_\mu\pi^*_\mu .$$

The product $\pi_\mu\pi^*_\mu$ is $+1/(2\sqrt{1-s^2})$ on atom 1 and the negative of this on atom 2. Atom 1 also shares overlap density with $d$, so

$$q_1-q_2=\frac{2P_{\pi\pi^*}}{\sqrt{1-s^2}}+P_{1d}S_{1d}. \tag{8}$$

With the exact density matrix this is $-0.126+0.008=-0.118$. The populations are 0.958 on atom 1, 1.075 on atom 2 and 1.967 on $d$. The donor loses 0.033 electron, but atom 2 gains 0.075, because atom 1 loses 0.042. Most of the gain on atom 2 is thus matched by a loss within the bond.

Q: Two filled levels were supposed to repel. Do they here?

A: For π and $d$ alone, yes: (4) gives $+0.143$ eV both at second order and exactly, to this precision. The empty $\pi^*$ changes the balance. By (3) the donor level is lowered by two terms,

$$-\frac{(7.75\times0.06325)^2}{2.35}-\frac{(7.75\times0.08165)^2}{6.75}=-0.102-0.059\ \text{eV}.$$

The second is the stabilisation by $\pi^*$. For four electrons the net change is

$$2\,(0.1736-0.1022-0.0593)=+0.024\ \text{eV},$$

against an exact $+0.018$ eV. The relative error is about a third of the exact value, because a small difference is taken between larger numbers. These are sums of orbital energies, as extended Hückel theory uses them, without a separate electron–electron repulsion.

Q: So when should I stop trusting second order?

A: When $|t_{ij}(e_i)|$ is no longer small compared with $|e_i-e_j|$, or when another level of the same fragment lies so close to $e_i$ that the mixing (5) is no longer small. The ratio must be small for every interfragment pair, not only for those containing $i$: a strong coupling between $j$ and another orbital $k$ can push level $j$ towards $e_i$. With $S=0$, $e_i=-12$, $e_k=-16$, $e_j=-14$, $t_{ij}=0.05$ and $t_{kj}=2.6$ eV, (3) gives 0.00125 eV and the exact shift is 0.0078 eV. In the donor example the ratio is already 0.27, and real substituents can be less favourable. With standard extended Hückel p energies and Slater exponents on a C=C bond, $S_{1d}$ is 0.15 to 0.19 and the ratio is about 0.26 for F, 0.66 for O and 6 for N, where second order fails. Changing the overlap $S_{1d}$ shows the trend for the π shift:

| $S_{1d}$ | Second order (eV) | Exact (eV) |
|---|---|---|
| 0.05 | 0.0434 | 0.0423 |
| 0.10 | 0.1736 | 0.1575 |
| 0.15 | 0.3907 | 0.3185 |
| 0.20 | 0.6945 | 0.4971 |

At the largest overlap the error is 40% of the exact shift. The sign of the $\pi^*$ mixing remains right throughout, but its size is then 29% too large, relative to the exact coefficient.

Q: And if the two levels coincide?

A: Then (3) diverges, unless its numerator vanishes, and must not be used. For two orbitals with $e_1=e_2=e$, the secular equation is $(e-E)^2=(H-ES)^2$, so $e-E=\mp(H-ES)$. The upper sign gives $E(1+S)=e+H$ and the lower gives $E(1-S)=e-H$. Subtracting $e$ in each case,

$$E-e=\frac{H-eS}{1+S}\quad\text{or}\quad E-e=-\frac{H-eS}{1-S}. \tag{9}$$

The shifts are now of first order. Using the π–donor values of $H$ and $S$ with both levels placed at $e_\pi$, they are $-0.601$ and $+0.682$ eV. When $H-eS$ and $S$ have opposite signs, as here, the upper level rises more than the lower one falls, because of the denominators $1\pm S$.

For nearly equal levels, solve their small secular problem first and treat the remaining orbitals as the perturbation. The same caution applies within a fragment: if $e_i$ and $e_k$ nearly coincide, (5) becomes large even when the fragments interact weakly, and the two orbitals must be treated together.

## Numbers as computed

```
Error ratio on halving the perturbation (no unit):
  energy: 16.00
  interfragment mixing: 8.00
  intrafragment mixing: 16.00
  own coefficient: 15.99
  intrafragment, e_k wrongly used: 4.00
Model: K = 1.75, alpha_p = -11.0 eV, s12 = 0.25, alpha_d = -15.0 eV, S_d1 = 0.1
H_12 = -4.8125 eV, H_d1 = -2.2750 eV, kappa = -22.750 eV
e_pi = -12.6500 eV, e_pi* = -8.2500 eV, e_d = -15.0000 eV
S_pi,d = 0.06325, S_pi*,d = 0.08165
H_pi,d = -1.4388 eV, H_pi*,d = -1.8575 eV
t_pi,d(e_pi) = -0.6388 eV, t_pi*,d(e_pi) = -0.8247 eV
Shift of pi: second order +0.1736 eV, exact +0.1575 eV
Shift of pi*: second order +0.2077 eV, exact +0.2130 eV
Shift of d: second order -0.1616 eV, exact -0.1484 eV
Parts of the d shift: from pi -0.1022 eV, from pi* -0.0593 eV
pi shift from H^2/(e_pi-e_d): 0.8810 eV; with all energies raised by 10 eV: 0.2767 eV
Four-electron energy change, pi and d alone: second order +0.1428 eV, exact +0.1434 eV
Four-electron energy change with pi* present: second order +0.0242 eV, exact +0.0182 eV
Shifts if e_d were equal to e_pi, same H and S: -0.6008 and +0.6819 eV
Coefficients in the perturbed pi orbital (second order; exact):
  pi: +0.9802; +0.9842
  pi*: -0.0509; -0.0472
  d: -0.2718; -0.2389
  p1: +0.5784; +0.5839   (unperturbed 0.6325)
  p2: +0.6616; +0.6610   (unperturbed 0.6325)
Acceptor at -9.0 eV: pi* in pi +0.0076 (second order), +0.0074 (exact)
  exact p1 0.6329, p2 0.6209
P_pi,pi*: from pi level -0.1019, from d level +0.0391, sum -0.0628, exact -0.0609
Exact Mulliken populations (electrons): p1 0.9577, p2 1.0753, d 1.9670
q1 - q2 = -0.1177: pi/pi* part -0.1258, overlap part +0.0081
S_d1: pi shift in eV (second order, exact); pi* in pi (same)
  0.05: 0.0434, 0.0423; -0.0127, -0.0125
  0.10: 0.1736, 0.1575; -0.0509, -0.0472
  0.15: 0.3907, 0.3185; -0.1146, -0.0978
  0.20: 0.6945, 0.4971; -0.2038, -0.1575
```
